# Threshold shift from one trapped electron in a small transistor

**Question.** An n-channel transistor has a gate 50 nm wide and 20 nm long, and a gate stack with an equivalent oxide thickness of 1 nm. One electron becomes trapped at the interface between the stack and the channel. By how much does the threshold voltage move, and how does this shift depend on the size of the device?

**Answer.**

## What is being estimated

Let $W$ be the channel width, $L$ its length and $q>0$ the elementary charge. The charge-sheet approximation replaces the trapped electron by a uniform sheet of charge per area

$$\sigma=-\frac{q}{WL}.$$

All fields then point along the normal to the interface, and edge effects are ignored. Threshold is defined as the gate voltage at which the mobile electron charge per area in the channel, the inversion charge, has a chosen value. The same value is used before and after trapping.

The stack consists of layers with thicknesses $t_i$ and relative permittivities $k_i$. If they contain no charge, the same displacement $D$ crosses them all, and layer $i$ takes the voltage $Dt_i/(\varepsilon_0k_i)$. Adding the voltages gives the capacitance per area:

$$\frac1{C_{ox}}=\sum_i\frac{t_i}{\varepsilon_0k_i}.$$

The equivalent oxide thickness (EOT) is the thickness of a single layer with $k=3.9$ that has this capacitance:

$$C_{ox}=\frac{3.9\,\varepsilon_0}{\mathrm{EOT}},\qquad \mathrm{EOT}=3.9\sum_i\frac{t_i}{k_i}.$$

It describes the dielectric layers alone. A thickness deduced from a capacitance measured in inversion also contains a contribution from the semiconductor, and using it here would overestimate the shift.

## The shift from Gauss's law

Measure the gate voltage $V_G$ from flat band, the condition in which the semiconductor bands are flat and no trap is charged. Let $\psi_s$ be the potential at the interface relative to the semiconductor bulk. Count $D$ as positive when it points from gate to channel. In the stack,

$$D_{stack}=C_{ox}(V_G-\psi_s).$$

Let $Q_s$ be the total charge per area in the semiconductor. The field vanishes deep in the bulk, so the displacement just below the interface is $D_{semi}=-Q_s$. Gauss's law at the interface requires $D_{semi}-D_{stack}=\sigma$, or

$$C_{ox}(V_G-\psi_s)+\sigma+Q_s=0 .$$

Solving for the gate voltage,

$$V_G=\psi_s-\frac{Q_s+\sigma}{C_{ox}} .$$

In this one-dimensional problem the inversion charge rises steadily with $\psi_s$. Fixing it therefore fixes $\psi_s$, and with it $Q_s$. Subtracting the equation without the trap from the one with it leaves

$$\Delta V_T=-\frac{\sigma}{C_{ox}}=\frac{q}{C_{ox}WL}=\frac{q\,\mathrm{EOT}}{3.9\,\varepsilon_0WL}.$$

The shift is positive: the gate must supply extra positive charge to balance the trapped electron. The doping, temperature and permittivity of the channel have cancelled because the channel is in the same state before and after.

For the device in the question,

$$C_{ox}=\frac{3.9\times8.854\times10^{-12}\ \mathrm{F/m}}{10^{-9}\ \mathrm m}=3.453\times10^{-2}\ \mathrm{F/m^2},$$

which is 3.453 µF/cm². The gate area is $10^{-15}\ \mathrm{m^2}$, so the gate capacitance is 34.53 aF, and

$$\Delta V_T=\frac{1.602\times10^{-19}\ \mathrm C}{3.453\times10^{-17}\ \mathrm F}=4.64\times10^{-3}\ \mathrm V=4.64\ \mathrm{mV}.$$

## How it scales

Collecting the constants gives a form convenient for other devices:

$$\Delta V_T=4.64\ \mathrm{mV}\times\frac{\mathrm{EOT}}{1\ \mathrm{nm}}\times\frac{1000\ \mathrm{nm^2}}{WL}.$$

Halving both $W$ and $L$ at fixed EOT makes the shift four times larger, 18.6 mV. If EOT is halved as well, the shift only doubles, to 9.3 mV.

This matters for bias instability, in which many traps charge under gate stress. Suppose that they have a mean density $n_t$ per area and fill independently, so that their number $N$ follows a Poisson distribution with mean and variance $n_tWL$. If each adds the charge-sheet shift, the mean and standard deviation of the total are

$$\overline{\Delta V}=n_tWL\,\frac{q}{C_{ox}WL}=\frac{qn_t}{C_{ox}},$$

$$s=\sqrt{n_tWL}\,\frac{q}{C_{ox}WL}=\frac{q}{C_{ox}}\sqrt{\frac{n_t}{WL}} .$$

The mean does not depend on area, but the spread between devices does. One electron per gate here corresponds to $n_t=10^{11}\ \mathrm{cm^{-2}}$, for which both mean and standard deviation are 4.64 mV. With $W$ and $L$ ten times larger, the mean is unchanged and the standard deviation falls to 0.46 mV.

## What happens if the gate voltage is not adjusted

At fixed $V_G$ the surface potential must respond, and here the channel material does matter. Take a p-doped germanium channel at 300 K with $k_s=16$ and acceptor density $N_A=3\times10^{18}\ \mathrm{cm^{-3}}$. Let $V_t=k_BT/q=25.85$ mV and $\varepsilon_s=\varepsilon_0k_s$.

In weak inversion the mobile electrons contribute little charge. The charge density is then $-qN_A(1-e^{-\psi/V_t})$. Multiplying Poisson's equation by $d\psi/dz$ and integrating from the bulk to the interface gives the surface field $F$:

$$\frac{\varepsilon_sF^2}{2}=qN_A\int_0^{\psi_s}\left(1-e^{-\psi/V_t}\right)d\psi\simeq qN_A(\psi_s-V_t),$$

where $e^{-\psi_s/V_t}$ has been dropped. Define the depletion depth $d$ by $\varepsilon_sF=qN_Ad$. Then

$$d=\sqrt{\frac{2\varepsilon_s(\psi_s-V_t)}{qN_A}} .$$

Differentiating the equation for $F^2$ gives $\varepsilon_sF\,dF/d\psi_s=qN_A$. The depletion capacitance is therefore

$$C_d=\varepsilon_s\frac{dF}{d\psi_s}=\frac{qN_A}{F}=\frac{\varepsilon_s}{d}.$$

At an inversion charge of $10^{10}$ electrons per cm², a numerical solution of the nonlinear Poisson equation gives $\psi_s=0.549$ V. The formulas then give $d=17.56$ nm and $C_d=0.807$ µF/cm².

Now add the sheet at fixed $V_G$. Gauss's law for the small changes reads $-C_{ox}\,\delta\psi_s+\sigma-C_d\,\delta\psi_s=0$, so

$$\delta\psi_s=\frac{\sigma}{C_{ox}+C_d}=-\frac{0.01602\ \mathrm{\mu C/cm^2}}{4.260\ \mathrm{\mu F/cm^2}}=-3.76\ \mathrm{mV}.$$

The Poisson solution gives a drop of 3.71 mV. The difference is accounted for by the mobile electrons. Their charge varies roughly as $e^{\psi_s/V_t}$, which adds a capacitance of about $q\times10^{10}\ \mathrm{cm^{-2}}/V_t=0.06$ µF/cm² and lowers the estimate to 3.71 mV.

To undo the drop, the gate must move by more than the drop itself, since a gate change $\delta V_G$ moves the surface potential by $C_{ox}\,\delta V_G/(C_{ox}+C_d)$. The factor is $1+C_d/C_{ox}=1.234$, and $3.76\times1.234=4.64$ mV recovers the threshold shift.

The weak-inversion current follows the inversion charge, which in this model varies as $e^{\psi_s/V_t}/F$. The exponential dominates: a drop of 3.76 mV gives $e^{-3.76/25.85}=0.865$. With the actual drop of 3.71 mV and the slightly weaker field $F$, the factor is 0.870, a loss of 13%. One electron is thus a small change in voltage but a visible change in current.

The cancellation of the channel properties was tested by solving the Poisson equation with and without the sheet and finding the gate voltage at equal inversion charge. The shift is 4.640 mV at $10^{10}$ and at $5\times10^{12}$ electrons per cm², both at 300 K, and again 4.640 mV at $10^{10}$ per cm² and 400 K.

## A trap inside the stack

Move the sheet away from the interface, to a plane within the stack. Below this plane the displacement is still $-Q_s$. Above it, on the gate side, Gauss's law gives $-Q_s-\sigma$. Adding the layer voltages,

$$V_G-\psi_s=-\frac{Q_s}{C_{ox}}-\sigma\sum_{gate\ side}\frac{t_i}{\varepsilon_0k_i}.$$

At fixed inversion charge the shift is therefore

$$\Delta V_T=\frac{q}{WL}\sum_{gate\ side}\frac{t_i}{\varepsilon_0k_i}.$$

It falls from the full value at the channel to zero at the gate, where the gate's own charge neutralizes the electron at no cost in voltage.

Let the stack be an interlayer of 0.60 nm with $k=6$ next to the channel, and above it 3.128 nm with $k=20$. The two contribute 0.39 nm and 0.61 nm of EOT. An electron at the boundary between them gives $4.64\times0.61=2.83$ mV, which the Poisson solution confirms. A displacement of only 0.6 nm has removed 39% of the shift.

## The electron is a point, not a sheet

A real trapped electron lowers the channel potential most strongly nearby. To see when smearing is still justified, divide the weakly inverted channel into equal cells with potential $\phi_j$ and local conductance proportional to $e^{\phi_j/V_t}$. Let $I$ be the current at a small fixed drain voltage.

Raising every $\phi_j$ by the same amount $c$ multiplies every conductance, and hence $I$, by $e^{c/V_t}$. The sensitivities $w_j=V_t\,\partial\ln I/\partial\phi_j$ must therefore satisfy

$$\sum_jw_j=1,$$

however uneven the channel is.

Place a weak charge $-\lambda q$, with $\lambda\ll1$, at one interface site. To first order, $\delta\ln I=\sum_jw_j\,\delta\phi_j/V_t$. Now average over all sites. If the depletion edge is fixed, the potentials of separate charges add, and the average of the point-charge potentials is the potential of a uniform sheet. If also no field lines cross the side walls, this potential depends only on the depth $z$ in the channel. It falls linearly to zero at $d$, so

$$\langle\delta\phi_j\rangle=-\frac{\lambda q}{WL}\,\frac{1-z/d}{C_{ox}+C_d}.$$

A gate change $\delta V_G$ produces, in every cell,

$$\delta\phi_j=\left(1-\frac zd\right)\frac{C_{ox}}{C_{ox}+C_d}\,\delta V_G .$$

Both changes are the same in every cell, and $\sum_jw_j=1$. The inversion charge is no longer uniform, so threshold now means the gate voltage at which $I$ has a chosen value. Requiring that the two changes cancel in $\ln I$ gives

$$\langle\delta V_G\rangle=\frac{\lambda q}{C_{ox}WL}.$$

Within this model, the charge-sheet result is the position average of the shift for a weak charge. As a test, one thousandth of an electron was placed in turn at each of 1000 sites of a channel made uneven by random dopants. The mean shift, scaled to one electron, was 4.640 mV.

A whole electron is not a weak charge. Its effect depends on how far the channel electrons lie from the interface. Treat the surface field as a triangular well, with confinement mass $m_z=0.12$ electron masses, the value for a germanium (001) surface. The lowest level is

$$E=2.338\left(\frac{\hbar^2q^2F^2}{2m_z}\right)^{1/3}=0.243\ \mathrm{eV},$$

where $-2.338$ is the first zero of the Airy function. For a linear potential the virial theorem gives a mean potential energy of $2E/3$, so the mean distance is $2E/(3qF)=2.72$ nm. The field in fact weakens with depth; at the same depletion depth this lowers the level to about 0.23 eV and increases the distance to about 2.9 nm. The triangular-well value is kept below. On a (111) surface the mass of the lowest valley is about 1.6 electron masses, and the same well would hold the electron only about 1.2 nm from the interface, so the point-electron values that follow apply to the (001) surface. At 2.72 nm from the interface, a trap at the centre of the gate lowers the potential by up to 28.8 mV, slightly more than $V_t$, and linear response is no longer accurate. Averaged over the electron's spread in depth, the largest drop is nearer 40 mV, but in an even channel the shift from this trap hardly changes.

In an otherwise even channel, the shift averaged over all sites is 4.31 mV, 7% below the charge-sheet value, with a standard deviation of 0.15 mV.

Random dopants change the picture more. On average about 53 acceptors lie in the depletion region under the gate. With their number and positions drawn at random in 120 devices, and 20 trap sites tried in each, the steps have

- mean 4.36 mV, with a standard error of 0.06 mV;
- median 3.63 mV and standard deviation 3.27 mV;
- 95th percentile 10.0 mV, and a largest value of 42 mV.

With only 120 devices, the median and standard deviation are uncertain by a few tenths of a millivolt, and the largest value depends strongly on the sample. The average remains within about 6% of the charge-sheet value, while individual steps can be several times larger. The even channel showed little spread, so in this model the spread comes mainly from the uneven channel, in which the sensitivities $w_j$ are no longer equal.

This also widens the spread between devices. If step sizes are independent, with mean $\bar\eta$ and standard deviation $s_\eta$, a Poisson number of traps with mean $\bar N$ gives a total variance $\bar N s_\eta^2+\bar N\bar\eta^2$. For $\bar N=1$ the standard deviation is $\sqrt{3.27^2+4.36^2}=5.45$ mV, instead of 4.64 mV.

## Source and drain

The calculation above let no field lines cross the side walls. A separate estimate replaces source and drain by walls of fixed potential that extend through the stack. It asks what gate change restores the potential at mid-channel, averaged over the width. The response is taken as linear.

A smeared electron then requires 4.88 mV, 5% more than before. The walls weaken the effect of the sheet and that of the gate almost equally, so their ratio changes little. The position of a single trap matters much more: 10.7 mV at mid-channel, but 2.3 mV at 3 nm from the source. These values assume that the mid-channel potential alone controls the current.

## Comparison with a real device

The parameters are rough values for a germanium transistor with a high-k stack. An EOT near 1 nm is realistic for a strongly scaled gate. The planar shape is less so: the depletion depth of 17.6 nm is close to the 20 nm gate length, and such a device would control its channel poorly. Fins or thin bodies are used at such lengths. If their surfaces are nearly flat, $W$ is then the width of channel surface that the gate covers. Where the stack wraps a surface whose radius is comparable to its own thickness, the capacitance per channel area is larger and the shift smaller. For a round wire of 3 nm radius with the two-layer stack above, the planar formula gives a shift almost 40% too large.

The smearing of the electron is a serious simplification. With a point electron and random dopants, the single value of 4.64 mV becomes a broad distribution: half of the steps lie below a value of roughly 3.6 to 4 mV, depending on the sample, and about one in twenty exceeds 10 mV. The trap's distance from source and drain also matters, with values from 2.3 to 10.7 mV in the wall estimate. So does its depth in the stack, with a reduction to 2.83 mV at the inner boundary.

Two other omissions, confinement and hole degeneracy, affect the threshold itself but not the charge-sheet shift. Confinement raises the lowest electron level by roughly 0.25 eV. The same weak-inversion charge then needs a surface potential of about 0.7 V instead of 0.549 V, and the depletion depth grows to about 20 nm. Hole degeneracy moves the bulk Fermi level by about 5 meV. Both effects are present before and after trapping and cancel in the charge-sheet shift, but the point-electron values above use the shallower classical depth. With the classical depletion depth, the interlayer field is 1.6 MV/cm in weak inversion and 3.3 MV/cm at $5\times10^{12}$ electrons per cm². Confinement raises both by about 0.2 MV/cm, and they remain below a breakdown field of very roughly 10 MV/cm. The field in the germanium itself is 0.6 to 1.2 MV/cm; with a gap of only 0.66 eV, band-to-band tunnelling near the drain can add a leakage current that this estimate ignores.

Tunnelling bears on whether the electron stays trapped. With a rough barrier of 1.5 eV and a tunnelling mass of 0.2 electron masses, the probability density is multiplied by about $3\times10^{-2}$ across the interlayer and $8\times10^{-10}$ across the whole stack if the barrier is flat. The field in the stack lowers the barrier and raises the second factor to roughly $3\times10^{-9}$ in weak inversion and $1\times10^{-8}$ at $5\times10^{12}$ electrons per cm². For an electron that starts from the lowest confined level of the channel, the confinement energy raises it further, to roughly $2\times10^{-8}$ and $3\times10^{-7}$. A trap level below the band edge faces a higher barrier instead. A trap near the channel therefore exchanges electrons far more readily with the channel than with the gate. The estimate of 4.64 mV applies while the trap is occupied; it says nothing about how long that lasts. The main computed values are collected in the numerical output.

## Computed values

```
Width, length: 50, 20 nm; EOT 1.00 nm
Interlayer: 0.60 nm, k = 6
High-k layer: 3.128 nm, k = 20
Reference k of EOT: 3.9; germanium k: 16
Acceptors: 3.0e+18 cm^-3; temperature 300 K
Intrinsic density: 2.0e+13 cm^-3; gap 0.66 eV
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
Thermal voltage: 25.85 mV
Stack capacitance per area: 3.453 uF/cm2
Gate capacitance: 34.53 aF
One electron per gate area: 1.00e+11 cm^-2
CHARGE-SHEET SHIFT: 4.640 mV = 4.640e-03 V
Poisson shift, inversion 1e+10 cm^-2: 4.640 mV
Poisson shift, inversion 5e+12 cm^-2: 4.640 mV
Poisson shift, weak inversion, 400 K: 4.640 mV
Gate voltage from flat band, weak: 0.794 V
Gate voltage from flat band, strong: 1.232 V
Surface potential, weak inversion: 0.549 V
Depletion depth: 17.56 nm
Depletion capacitance: 0.807 uF/cm2
Surface potential drop, Poisson: 3.712 mV
Surface potential drop, formula: 3.761 mV
Restoring factor 1 + C_d/C_ox: 1.234
Shift, trap at inner stack boundary: 2.830 mV
Confinement mass: 0.12 m_e; level 0.243 eV
Electron distance from interface: 2.72 nm
Peak channel potential of centre trap: -28.8 mV
Weak-charge mean, uneven channel, per electron: 4.640 mV
Point electron, even channel, centre: 4.38 mV
Even channel, all sites: mean 4.31 mV, spread 0.15 mV
Mean dopant number under gate: 52.7
Random devices, traps in each: 120, 20
Random dopants: mean step 4.36 mV, standard error 0.06 mV
Random dopants: standard deviation 3.27 mV
Random dopants: median 3.63 mV
Random dopants: 95th percentile 10.01 mV
Random dopants: largest step 42.39 mV
Source/drain walls, smeared electron: 4.88 mV
Source/drain walls, trap mid-channel: 10.70 mV
Source/drain walls, trap 3 nm from source: 2.30 mV
Interlayer field, weak inversion: 1.59 MV/cm
Interlayer field, strong inversion: 3.32 MV/cm
Valence density of states: 5.0e+18 cm^-3
Fermi-level change from hole degeneracy: 5.4 mV
Tunnel barrier, mass: 1.5 eV, 0.2 m_e
Tunnel attenuation, interlayer: 3.4e-02
Tunnel attenuation, whole stack: 8.2e-10
```
